# Why a Bond-Angle Peak at 90° Does Not Prove Octahedral Order

A structure model of an amorphous oxide is a list of atomic positions. To see how the oxygen atoms sit around the metal atoms, one takes each metal atom as a centre, draws the bonds to its oxygen neighbours, measures the angle $\theta$ between every two bonds, and collects the angles in bins of equal width in degrees. Suppose that the histogram has its maximum at 90°. An octahedron has right angles between neighbouring bonds, so it is tempting to conclude that the metal sites are octahedral. A structure with no order at all shows why the conclusion does not follow.

Each pair of bonds at a centre is counted once, with $0\le\theta\le180^\circ$. Formulas use radians; results are in degrees.

## The counter-example: bonds without any order

Let every bond point in a random direction, all directions being equally likely, and let the bonds of a centre be independent of each other. Take one bond as the polar axis. The second bond ends somewhere on the unit sphere, with equal probability per unit area. The points at angles between $\theta$ and $\theta+d\theta$ form a ring of radius $\sin\theta$, circumference $2\pi\sin\theta$ and width $d\theta$. Dividing its area by that of the sphere gives the probability

$$
p(\theta)\,d\theta=\frac{2\pi\sin\theta\,d\theta}{4\pi}=\tfrac12\sin\theta\,d\theta .
$$

This density is largest at 90°. No right angle is preferred by the bonds; there is more room on the sphere near the equator than near the poles.

A bin from $\alpha$ to $\beta$ receives the share

$$
q=\int_\alpha^\beta\tfrac12\sin\theta\,d\theta=\tfrac12(\cos\alpha-\cos\beta).
$$

Consider 500 centres with six bonds each. Six bonds form $6\cdot5/2=15$ pairs, so there are 7500 angles. Between 80° and 100° the share is $q=0.1736$, or about 1302 angles. Between 0° and 20° it is $q=0.0302$, or about 226 angles. On average the histogram has a broad maximum at 90°, although the structure is completely random.

The same angles give a different picture when they are binned in $\cos\theta$. Since $|d(\cos\theta)|=\sin\theta\,d\theta$, the probability is $\tfrac12|d(\cos\theta)|$, and bins of equal width in $\cos\theta$ are equally filled. The peak was a product of the choice of variable.

## A stronger case: bonds that avoid right angles

A raw maximum at 90° can even occur when right angles are the least favoured ones. Give each centre a hidden axis $\mathbf n$, chosen at random for each centre. Draw its bonds $\mathbf u$ independently, with a density relative to the uniform one of

$$
f(\mathbf u\cdot\mathbf n)=1+b\,P_2(\mathbf u\cdot\mathbf n),\qquad P_2(x)=\tfrac12(3x^2-1).
$$

Since $P_2$ runs from $-\tfrac12$ to 1, the density is nowhere negative for $-1\le b\le2$. For $b=1$ it equals 2 along the axis and $\tfrac12$ perpendicular to it.

An observer who does not know the axes sees the average over $\mathbf n$. Let $g(\theta)$ be the probability of an angle relative to that of independent isotropic bonds. For two bonds $\mathbf u_1,\mathbf u_2$ at angle $\theta$,

$$
g(\theta)=\big\langle[1+bP_2(\mathbf u_1\cdot\mathbf n)][1+bP_2(\mathbf u_2\cdot\mathbf n)]\big\rangle .
$$

The terms linear in $b$ vanish, because $\langle(\mathbf u\cdot\mathbf n)^2\rangle=\tfrac13$ makes $\langle P_2\rangle=0$. For the quadratic term, write $X=\langle(\mathbf u_1\cdot\mathbf n)^2(\mathbf u_2\cdot\mathbf n)^2\rangle$. Multiplying out the two polynomials gives

$$
\langle P_2P_2\rangle=\tfrac14\left(9X-3\cdot\tfrac13-3\cdot\tfrac13+1\right)=\tfrac14(9X-1).
$$

Put $\mathbf u_1$ along $z$ and $\mathbf u_2$ in the $xz$ plane, so that $\mathbf u_2\cdot\mathbf n=n_z\cos\theta+n_x\sin\theta$. The cross term is odd in $n_x$ and averages to zero:

$$
X=\cos^2\theta\,\langle n_z^4\rangle+\sin^2\theta\,\langle n_z^2n_x^2\rangle .
$$

As $n_z$ is uniform between $-1$ and 1, $\langle n_z^4\rangle=\tfrac15$. Averaging $n_z^2(n_x^2+n_y^2+n_z^2)=n_z^2$ gives $2\langle n_z^2n_x^2\rangle+\tfrac15=\tfrac13$, hence $\langle n_z^2n_x^2\rangle=\tfrac1{15}$. Therefore $X=(1+2\cos^2\theta)/15$, and

$$
\langle P_2P_2\rangle=\frac{3\cos^2\theta-1}{10}=\tfrac15P_2(\cos\theta),
$$

$$
g(\theta)=1+a\,P_2(\cos\theta),\qquad a=\frac{b^2}{5}.
$$

For $b=1$, $a=0.2$: $g$ is 1.2 at 0° and 180° and has its minimum, 0.9, at 90°. The raw density is $p=\tfrac12g\sin\theta$. With $S=\sin\theta$ we have $P_2(\cos\theta)=1-\tfrac32S^2$, so

$$
p=\tfrac12\left[(1+a)S-\tfrac32aS^3\right],\qquad
\frac{dp}{dS}=\tfrac12\left[(1+a)-\tfrac92aS^2\right].
$$

For $0<a<2/7$ the last bracket is positive for all $S\le1$. The density then grows with $\sin\theta$ and is largest at 90°, where $g$ is smallest. The value $a=0.2$ lies in this range. In a random sample of 100,000 such centres with six bonds each, 15.7 % of the angles fall between 80° and 100°, more than in any other 20° bin. Independent bonds would put 17.4 % there, and the ratio is 0.90.

For larger $a$ the avoidance wins, and the maximum splits into two at $\sin^2\theta=2(1+a)/(9a)$. At $a=0.3007$ they lie at 78.6° and 101.4°.

## What the raw maximum does say

The correct general statement concerns the ratio

$$
g(\theta)=\frac{p(\theta)}{\tfrac12\sin\theta}.
$$

Independent isotropic bonds have $g=1$ at every angle. If $g$ is smooth and positive, the raw density has a local maximum at 90° when $g'(90^\circ)=0$ and $g''(90^\circ)<g(90^\circ)$, with derivatives taken per radian. The first condition is also necessary.

For the proof, differentiate $p=\tfrac12g\sin\theta$ twice:

$$
p'=\tfrac12(g'\sin\theta+g\cos\theta),
$$

$$
p''=\tfrac12(g''\sin\theta+2g'\cos\theta-g\sin\theta).
$$

At 90° the sine is 1 and the cosine is 0, so $p'=\tfrac12g'$ and $p''=\tfrac12(g''-g)$. A maximum requires $p'=0$, and $p''<0$ then secures it. Thus $g$ may have a maximum at 90°, be constant, or have a shallow minimum. The position of the raw peak does not distinguish these cases.

The width does carry information. The sine falls to half its height at 30° and 150°, so the hump of random bonds is 120° wide. A narrow peak at 90° needs a peak in $g$. Nor does the sine factor drag a narrow peak from elsewhere to 90°. At any maximum $p'=0$ gives $g'/g=-\cot\theta$. For a Gaussian $g$ centred at $\theta_0$ with standard deviation $s$, $g'/g=-(\theta-\theta_0)/s^2$, so the shift $\delta=\theta-\theta_0$ obeys

$$
\delta=s^2\cot(\theta_0+\delta)\approx s^2\left(\cot\theta_0-\frac{\delta}{\sin^2\theta_0}\right),
$$

$$
\delta\approx\frac{s^2\cot\theta_0}{1+s^2/\sin^2\theta_0}.
$$

The approximation requires $\theta_0$ to lie at least a few widths $s$ away from 0° and 180°. For the tetrahedral angle of 109.47° and $s=12^\circ$ the shift is $-0.85^\circ$.

## What octahedra look like

An ideal octahedron has 12 pairs at 90° and 3 pairs at 180°. Now displace each oxygen atom relative to the centre by independent Gaussian amounts, with standard deviation 0.02 nm along each coordinate. For a bond length of 0.215 nm the relative displacement is $\sigma=0.02/0.215=0.093$.

To first order in $\sigma$, the angle between bonds along $x$ and $y$ changes by the sum of two independent tilts in their common plane. Their variances add to $2\sigma^2$, and the group at 90° has the standard deviation $\sqrt2\,\sigma=7.5^\circ$.

For opposite bonds, let $\delta=\pi-\theta$ be the deviation from a straight line. It is the length of a vector with two perpendicular components, each of variance $2\sigma^2$. Its density is the two-dimensional Gaussian times the circumference $2\pi\delta$:

$$
\frac{\delta}{2\sigma^2}\,e^{-\delta^2/4\sigma^2}.
$$

Setting the derivative of its logarithm, $1/\delta-\delta/2\sigma^2$, to zero gives $\delta=\sqrt2\,\sigma$. The raw peak of the opposite pairs therefore lies near 172.5°. Division by $\tfrac12\sin\theta\approx\tfrac12\delta$ removes the factor $\delta$, and $g$ peaks at 180°, as the geometry suggests.

Even both peaks of $g$ together do not fix the polyhedron. Remove one oxygen atom from an octahedron, and the square pyramid that remains has 8 pairs at 90° and 2 at 180°, the same proportion of four to one. The evidence has to be taken centre by centre: six neighbours, three opposite pairs, and the other twelve angles near 90°. The three pairs then define three nearly perpendicular lines, which is an octahedron.

## Noise near the ends

Dividing by a small sine magnifies counting noise. For independent isotropic bonds, two angles that share a bond are still independent: once the shared bond is fixed, the other two are drawn separately, and neither angle's distribution depends on where the shared bond points. The variances of the individual counts therefore add. Among $M$ angles, a bin of share $q$ has mean $Mq$ and variance $Mq(1-q)$, so the relative standard error of $g$ is

$$
\sqrt{\frac{1-q}{Mq}} .
$$

With $M=7500$ this is 2.5 % between 80° and 100°, and 6.5 % between 160° and 180°. A bin from 178° to 180° expects 2.3 angles and has an error of 66 %. Bins near 180° must be wide, or the model large.

## Oxygen atoms take up room

Independent bonds can come arbitrarily close together; oxygen atoms cannot. If two of them, at distance $r$ from the centre, are at least $d$ apart, the isosceles triangle gives $\sin(\theta_{\min}/2)=d/2r$. With $r=0.215$ nm and $d=0.25$ nm, $\theta_{\min}=71.1^\circ$.

For two bonds this merely cuts off the sine law below $\theta_{\min}$, and the maximum stays at 90°. For six bonds all 15 angles must satisfy the condition at once. I sampled this case by a Monte Carlo method: one bond at a time is given a small random tilt, and the move is accepted if every angle stays above $\theta_{\min}$. A tilt and its reverse are equally likely, so all allowed arrangements that the moves can reach become equally probable. The sample has 6000 centres, half started as octahedra and half as triangular prisms. The bin shares of the two halves agree within five standard errors of their difference, which is a coarse check that the result does not depend on the start. The shares around 90° and above 160° have standard errors of up to 0.2 percentage points.

The table gives raw shares in percent. "Octahedra" are the displaced ones above, from 100,000 centres; "exclusion" means random bonds subject only to the minimum distance of 0.25 nm.

| Angle | Independent | Octahedra | Exclusion |
|---|---:|---:|---:|
| 0–60° | 25.0 | 0.0 | 0.0 |
| 60–80° | 16.3 | 7.4 | 25.5 |
| 80–100° | 17.4 | 65.3 | 34.5 |
| 100–120° | 16.3 | 7.3 | 15.0 |
| 120–160° | 22.0 | 0.6 | 17.9 |
| 160–180° | 3.0 | 19.4 | 7.2 |

Exclusion alone doubles the share around 90° and raises that of nearly opposite pairs from 3.0 % to 7.2 %. Part of this is the cut-off itself: for two bonds the sine law keeps the share $\tfrac12(1+\cos\theta_{\min})=0.662$, and dividing by it already gives 26.2 % and 4.6 %. Its raw density is highest at the smallest allowed angle, 71.1°, and falls from there towards 90°. In 5° bins the fullest is 75–80°, because part of the bin 70–75° is forbidden. Since two bonds under the same rule keep their maximum at 90°, the shift comes from the mutual exclusion of more than two bonds.

The result depends strongly on $d$. With $d=0.27$ nm and the same bond length, $\theta_{\min}$ is 77.8°, the share between 80° and 100° is 56.0 %, and that above 160° is 15.6 %. Packing alone, with no directional bonding in the model, then moves both shares most of the way from the sine law to the values of the displaced octahedra in the table. In an isotropic structure, an excess over the sine law beyond the counting noise is thus evidence of correlation, but not of its cause.

## Beside a real oxide

The bond length is a rough typical value for indium oxide. The displacement of 0.02 nm and the two minimum oxygen distances are model choices; in crystalline indium oxide the oxygen atoms around one metal atom are at least about 0.28 nm apart. The sixfold metal sites of that crystal are themselves far from regular octahedra: on one the right angles are split into about 80° and 100°, on the other they range from about 78° to 114° and the opposite pairs lie near 139° and 166°. The displaced octahedra of the table are therefore a geometric reference, not a model of these sites. The assumption that such a material breaks most plainly is independence. For six bonds, exclusion moves the share between 80° and 100° from 17 % to between 34 % and 56 % for the two distances used, so random bonds with exclusion are a fairer reference than the bare sine law. Bond lengths also vary: a change of 0.01 nm either way at $d=0.25$ nm moves $\theta_{\min}$ between 67.5° and 75.1°. Real samples mix coordination numbers as well. With five bonds and $d=0.25$ nm the share around 90° is 33.6 %, close to the sixfold value, while that above 160° falls to 5.4 %. These ensembles leave out chemical bonding and the sharing of oxygen atoms between neighbouring sites, so they serve as references for a structure model and do not replace one.

All numerical values are calculated from the stated model.
